\section*{Mott's minimum metallic conductivity and the scaling of conductance}

\section{The argument for a minimum}

\textbf{Q.} I am planning low-temperature measurements on heavily doped silicon. A metal cannot have a mean free path shorter than the distance between donors, so its conductivity has a floor. If a sample extrapolates to a smaller non-zero value at $T=0$, I shall put that down to bad contacts or inhomogeneous doping. Is that sound?

\textbf{A.} Let us first write down your floor. I use atomic units in the algebra, $\hbar=e=m_e=1$, so that $e^2/h$ becomes $1/2\pi$; I restore $e$ and $\hbar$ in results. Take a degenerate gas with one isotropic valley of mass $m$, two spin states, density $n$ and mean free path $l$. Counting states inside the Fermi sphere gives
\begin{equation}
n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}.
\end{equation}
The Fermi velocity is $k_F/m$, so the scattering time is $\tau=ml/k_F$, and the Drude conductivity is
\begin{equation}
\sigma=\frac{n\tau}{m}=\frac{k_F^3}{3\pi^2}\,\frac{l}{k_F}=\frac{k_F^2l}{3\pi^2}.
\end{equation}
The mass has cancelled. Now set $k_Fl=1$, the point at which a wave is scattered within about one radian of phase. With one electron per donor and donor spacing $a=n^{-1/3}$, we have $k_F=(3\pi^2)^{1/3}/a$ and
\begin{equation}
\sigma=\frac{k_F}{3\pi^2}=\frac{C}{a},\qquad C=\frac{(3\pi^2)^{1/3}}{3\pi^2}=0.1045 .
\end{equation}
Here $l=1/k_F=a/3.1$, which is less than the donor spacing; your condition $l=a$ would put the floor $3.1$ times higher. I use the lower floor, which is harder to undercut. Mott's estimate has the same form, $\sigma_M=C\,e^2/(\hbar a)$, with a smaller coefficient because disorder also lowers the density of states. I shall take the round value $C=0.05$.

\textbf{Q.} That is the floor I mean. Which step do you dispute?

\textbf{A.} The last one, which you did not write. The argument limits $l$, a property of the electron's motion over one scattering length. It then takes the Drude value at that length for the conductivity of a sample of any size. But scattered waves interfere, and longer paths bring in more interference as the sample grows. If interference can localize the electrons altogether, it may also reduce a metal's conductivity well below its local value. We need to know how conductance changes with size.

\section{How conductance changes with size}

\textbf{Q.} What replaces the mean free path?

\textbf{A.} The conductance of a cube of side $L$ at $T=0$. Let $g$ be this conductance in units of $e^2/h$, with both spins included. A cube has cross-section $L^2$ and length $L$, so I define its conductivity at that size by
\begin{equation}
\sigma_L=\frac{1}{2\pi}\frac{g(L)}{L}.
\label{sigmaL}
\end{equation}
The conductivity of the material is the limit of $\sigma_L$ for large $L$. The central assumption is one-parameter scaling: beyond some starting length $L_0$, the relative change of $g$ with size depends on $g$ alone,
\begin{equation}
\frac{d\ln g}{d\ln L}=\beta(g).
\end{equation}
This is a hypothesis about disordered electrons, and interactions can require further variables.

Two limits are known. In a good metal $\sigma_L$ is constant, $g\propto L$, and $\beta\to1$. In a localized system $g=g_a\mathrm e^{-L/\lambda}$, with $\lambda$ the localization length, and
\begin{equation}
\beta=-\frac{L}{\lambda}=\ln\frac{g}{g_a}<0 .
\end{equation}
If $\beta$ is continuous it must vanish somewhere between. I also take it to be increasing, so there is one zero, $g_c$, and $\beta<1$ at finite $g$. A sample with $g(L_0)=g_0>g_c$ has a conductance that grows with size and becomes a metal; one with $g_0<g_c$ flows to localization, where $\sigma_L\to0$.

\textbf{Q.} Then a metal has at least $g_c$ at $L_0$. Is that not a minimum conductivity, $g_c/(2\pi L_0)$?

\textbf{A.} It is a minimum for $\sigma_{L_0}$, the conductivity of a small cube. To find what survives in a large one, let $u=\ln(g/g_c)$ and $x=\ln(L/L_0)$. Then $du/dx=\beta$, and Eq.~\eqref{sigmaL} reads
\begin{equation}
\sigma_L=\frac{g_c}{2\pi L_0}\,\mathrm e^{\,u-x}.
\end{equation}
Since $dx=du/\beta$, the exponent changes by
\begin{equation}
d(u-x)=\left(1-\frac1\beta\right)du .
\end{equation}
It starts at $u_0=\ln(g_0/g_c)$, where $x=0$. As $L\to\infty$ in the metal, $u\to\infty$, so
\begin{equation}
\sigma=\frac{g_c}{2\pi L_0}\exp\left[u_0-\int_{u_0}^{\infty}\left(\frac1\beta-1\right)du\right].
\label{exact}
\end{equation}
The integral converges at its upper end if $1-\beta$ falls off fast enough, for instance as $1/g=g_c^{-1}\mathrm e^{-u}$. The integrand is positive: while $\beta<1$, the conductance grows more slowly than $L$ and the conductivity drops.

\textbf{Q.} And at the lower end?

\textbf{A.} That decides the matter. Suppose $\beta$ crosses zero smoothly with slope $1/\nu$, so that $\beta=u/\nu+O(u^2)$. Then $1/\beta=\nu/u+O(1)$, and for a fixed small $u_1$
\begin{equation}
\int_{u_0}^{u_1}\left(\frac1\beta-1\right)du=\nu\ln\frac{u_1}{u_0}+\text{a finite part}.
\end{equation}
Inserting this in Eq.~\eqref{exact} gives
\begin{equation}
\sigma\simeq B\,\frac{g_c}{2\pi L_0}\,u_0^{\,\nu},\qquad u_0\to0^+,
\label{power}
\end{equation}
with $B$ a finite number. If $g_0$ passes through $g_c$ linearly in the doping, then $\sigma\propto(n-n_c)^\nu$. Whatever positive floor you name, there are metallic samples below it.

The lengths show why. Near $g_c$ the flow is $du/dx=u/\nu$, so $u=u_0(L/L_0)^{1/\nu}$. The cube stays nearly critical until $u$ is of order one, which happens at a length of order $\xi\sim L_0u_0^{-\nu}$. While $L$ is well below $\xi$, $g$ stays close to $g_c$ and $\sigma_L$ falls nearly as $1/L$. Well beyond it the material obeys Ohm's law with $\sigma\sim g_c/(2\pi\xi)$. Mott's formula has this form with the donor spacing in place of $\xi$, but $\xi$ diverges at the transition.

\section{What a true minimum would require}

\textbf{Q.} You assumed a finite slope. Could a continuous $\beta$ still give me my minimum?

\textbf{A.} Yes, if it is singular at $g_c$. Take, for $g>g_c$,
\begin{equation}
\beta=\sqrt{1-g_c/g}=\sqrt{1-\mathrm e^{-u}},
\end{equation}
which has infinite slope at $u=0$. With $b=\beta$ as variable, $u=-\ln(1-b^2)$ and $du=2b\,db/(1-b^2)$. The integral from $u_0=0$ becomes
\begin{equation}
\int_0^1\frac{1-b}{b}\,\frac{2b}{(1-b)(1+b)}\,db=\int_0^1\frac{2\,db}{1+b}=2\ln2 .
\end{equation}
Equation~\eqref{exact} then gives $\sigma\to\frac14\,g_ce^2/(hL_0)$ as $g_0\to g_c$ from above: a jump. Direct integration of the flow from $u_0=10^{-8}$ gives $0.2501$ in place of $\frac14$. The small excess comes from the finite start, where $b=10^{-4}$ and the formula has the extra factor $(1+b)/(1-b)=1.0002$.

So continuity of $\beta$ is not enough. The conductivity goes to zero when $\int du/\beta$ diverges at $u=0$, and a finite slope ensures that. A minimum needs $\beta$ to leave zero so steeply that this integral converges. Scaling theory with a smooth $\beta$ has no minimum; it does not prove that every real material has a smooth $\beta$.

\textbf{Q.} Can you give me a smooth one that I can calculate with?

\textbf{A.} A simple interpolation with both limits is
\begin{equation}
\beta=1-\ln\left(1+\frac{A}{g}\right).
\end{equation}
For large $g$ it is $1-A/g$; for small $g$ it is $\ln g+1-\ln A$, the localized form. It vanishes when $1+A/g_c=\mathrm e$, so $g_c=A/(\mathrm e-1)$. Writing $y=A/g=(\mathrm e-1)\mathrm e^{-u}$, we have $dy/du=-y$ and
\begin{equation}
\frac{d\beta}{du}=\frac{y}{1+y},\qquad
\frac1\nu=\left.\frac{d\beta}{du}\right|_{u=0}=\frac{\mathrm e-1}{\mathrm e},\qquad \nu=1.582 .
\end{equation}
Comparing the conductivities obtained by integrating the flow from $u_0=10^{-4}$ and $10^{-5}$ also gives an exponent of $1.582$. The value belongs to this interpolation.

\section{Evidence from disordered cubes}

\textbf{Q.} You chose that function. Does a microscopic model of electrons in disorder behave this way?

\textbf{A.} Take the Anderson model: a simple cubic lattice with hopping $-1$ between neighbours and site energies drawn uniformly from $[-W/2,W/2]$. Lengths are in lattice spacings and energies in hoppings. There are no interactions. I work at zero energy, the band centre, which means one electron per site on average. The cube is periodic sideways, and each site on its two end faces carries an ideal chain.

The conductance follows from matching waves. At zero energy the chain has $k=\pi/2$. With the chain on sites $j\le0$ and the cube's end site at $j=1$, the wave is $\psi_j=\mathrm e^{ikj}+r\,\mathrm e^{-ikj}$. The value at $j=1$ fixes $r=\mathrm e^{ik}(\psi_1-\mathrm e^{ik})$, hence
\begin{equation}
-\psi_0=-(1+r)=-\mathrm e^{ik}\psi_1-(1-\mathrm e^{2ik})=-i\psi_1-2 .
\end{equation}
The chain therefore adds $-i$ to the energy of the end site and a source of strength 2 in magnitude. If $G$ is the Green's function of the cube with $-i$ on all end sites, the transmitted amplitude has modulus $2|G_{ij}|$. Both chains have the same velocity, so probabilities are squares of amplitudes, and with two spins
\begin{equation}
g=2\sum_{i,j}4|G_{ij}|^2,
\end{equation}
where $i$ and $j$ run over the two end faces. Averages over 1000 cubes with $L=6$ and 160 to 400 cubes with $L=10$ give, with standard errors,
\begin{center}
\begin{tabular}{cccc}
$W$ & $\langle g\rangle$, $L=6$ & $\langle g\rangle$, $L=10$ & change of $\langle\ln g\rangle$\\
14 & $1.39\pm0.03$ & $1.78\pm0.04$ & $+0.33\pm0.04$\\
16.5 & $0.80\pm0.02$ & $0.87\pm0.04$ & $+0.10\pm0.08$\\
22 & $0.27\pm0.01$ & $0.16\pm0.03$ & $-0.88\pm0.16$
\end{tabular}
\end{center}
Conductance grows with size at $W=14$ and falls at $W=22$. At $W=16.5$ the change is little more than one standard error, as expected near a critical point, though two sizes cannot locate it. A constant $g$ of order one means that $\sigma_L$ falls as $1/L$.

\textbf{Q.} The cubes at $W=14$ are on the metallic side. Do they respect Mott's value?

\textbf{A.} In a large metallic cube $g=2\pi\sigma L$ plus terms that grow more slowly, so the slope of $g$ against $L$ tends to $2\pi\sigma$. Here it is $(1.778-1.393)/4=0.096$ per lattice spacing. Dividing by $2\pi$ gives
\begin{equation}
C=0.015\pm0.002,
\end{equation}
about a third of the round value $0.05$. The error is statistical only: other pairs of sizes between 4 and 12 give $0.009$ to $0.016$, and leads that continue the cubic lattice give $0.017$ for the same two sizes and up to $0.027$ for the smallest cubes. The comparison value is also uncertain. At $W=14$ the density of states at the band centre is $0.44$ of its clean-lattice value. Multiplying the Drude coefficient by the square of this ratio, $0.19$, gives $C\approx0.06$ for $l=a$ but only $0.020$ for $k_Fl=1$.

\textbf{Q.} But the slope may still rise in larger cubes.

\textbf{A.} In the interpolation it cannot. There $dg/dL=g\beta/L$, and differentiating once more gives
\begin{equation}
\frac{d^2g}{dL^2}=\frac{g\beta}{L^2}\left[\frac{d(g\beta)}{dg}-1\right]
=\frac{g\beta}{L^2}\left[\frac{y}{1+y}-\ln(1+y)\right].
\end{equation}
The second form uses $d(g\beta)/dg=\beta+d\beta/du$. Because $\ln(1+y)=\int_0^y dt/(1+t)>y/(1+y)$, the bracket is negative: the slope falls towards its limit, and a finite-size slope lies above the final one. For the Anderson model itself I have not shown this. The small cubes lie clearly below the floor built on $l=a$ and only slightly below the lowest version, $0.020$. They are modest evidence against your floor, not an extrapolation to infinite size.

\section{Numbers for doped silicon}

\textbf{Q.} What would this mean for my samples?

\textbf{A.} Take rough values typical of phosphorus-doped silicon: critical density $n_c=4\times10^{18}\ \mathrm{cm^{-3}}$, relative permittivity 12, and longitudinal and transverse masses $0.9$ and $0.2\,m_e$. The spacing is $a=n_c^{-1/3}=6.3$~nm. I hold it fixed as $L_0$ while the doping varies, and choose $g_c=1$ and $g_0=g_cn/n_c$. These last choices are a model, not properties of silicon. The two conductivity scales are
\begin{equation}
\frac{g_ce^2}{hL_0}=61.5\ \mathrm{S/cm},\qquad
\sigma_M=0.05\times2\pi\times61.5=19.3\ \mathrm{S/cm}.
\end{equation}
Equation~\eqref{exact} with the smooth interpolation then gives
\begin{center}
\begin{tabular}{cc}
$n/n_c-1$ & $\sigma(T=0)$ in S/cm\\
1 & 38.8\\
0.5 & 15.1\\
0.1 & 1.38\\
0.01 & 0.038\\
0.001 & 0.00099
\end{tabular}
\end{center}
The last two rows differ by a factor of 38, close to $10^{1.582}$, as Eq.~\eqref{power} requires. The curve passes Mott's value at $n=1.6\,n_c$, with no change of behaviour there; every model metal between $n_c$ and that density lies below your floor. The width of this range depends on my choices of $g_c$ and $g_0$ and on the exponent. In real phosphorus-doped silicon it is far narrower: measured values are often fitted by roughly $260\,(n/n_c-1)^{0.55}$~S/cm, which falls below Mott's value only within about 1\% of $n_c$. The vanishing of $\sigma$ at $n_c$ does not.

\textbf{Q.} Yet I could cool a sample 10\% above $n_c$ to 1~K and find about 20~S/cm. Would that not support a minimum?

\textbf{A.} It would measure something else. At temperature $T$, interference is cut off at a finite length. A simple estimate is the length $L_T$ over which an electron diffuses in the time $1/k_BT$, so $D/L_T^2=k_BT$. With $N$ the density of states per energy and volume, the Einstein relation $\sigma_L=ND$ gives $D=g/(2\pi NL_T)$, hence
\begin{equation}
k_BT=\frac{g(L_T)}{2\pi N L_T^3}.
\end{equation}
The masses combine to $(0.9\times0.2^2)^{1/3}=0.33\,m_e$, for which one valley has $N=0.216\ \mathrm{eV^{-1}nm^{-3}}$. The sample then shows $\sigma_{L_T}$:
\begin{center}
\begin{tabular}{ccc}
$T$ (K) & $L_T$ (nm) & $\sigma_{L_T}$ (S/cm)\\
4 & 14 & 33\\
1 & 22 & 22\\
0.1 & 49 & 11\\
0.01 & 114 & 5.9
\end{tabular}
\end{center}
At 1~K the model gives nearly Mott's value, although the same sample has $1.4$~S/cm at $T=0$. The reason is visible in the lengths: $L_T$ is still only a few donor spacings. The crossover length, defined here as $\xi=g_ce^2/(h\sigma)$, is $6.3\times61.5/1.38\approx280$~nm (2800~\AA), and $L_T$ reaches it near 1~mK. The cutoff is an order-of-magnitude estimate, so these temperatures are too. The table also describes non-interacting electrons; in real silicon the interaction correction can make $\sigma$ rise on cooling in samples a few per cent or more above $n_c$.

\textbf{Q.} How far should I trust the rest for real silicon?

\textbf{A.} Not as a prediction of the curve. The largest omission is the interaction between electrons. At distance $a$ the Coulomb energy is $0.019$~eV, against a one-valley Fermi energy of $0.028$~eV, a ratio of $0.68$; with six valleys the ratio is $2.3$, and a hydrogenic estimate of the repulsion between two electrons on one donor, $0.03$ to $0.04$~eV, is larger still than the Coulomb energy at distance $a$. Interactions can therefore change the exponent. Conductivities below Mott's value have been found in phosphorus-doped silicon at millikelvin temperatures, and reported exponents range roughly from one half to above one, depending on the samples and on the density range analysed. To see the effect, keep the scale of $61.5$~S/cm and use exponent one half with unit prefactor: 10\% above $n_c$ one gets $61.5\sqrt{0.1}=19$~S/cm instead of $1.4$. The first value happens to lie close to Mott's, but at 1\% one gets $6$~S/cm, well below it. The number moves by more than a factor of ten, and with the larger measured scale quoted above it becomes about 70~S/cm at 10\%, while the approach to zero remains.

The valleys matter as well. With six equally filled valleys the Fermi energy drops to $0.008$~eV and $N$ rises by $3.3$, which lowers the temperature belonging to a given $g$ and $L_T$ by the same factor. The estimate from $k_Fl=1$ rises from 40 to about 133~S/cm, because six valleys conduct, each with $k_F$ smaller by $6^{1/3}$. The mass anisotropy is a smaller matter: the conductivity mass is $0.27\,m_e$, about a fifth below the mass used in $N$.

\textbf{Q.} And if I do extrapolate to a small non-zero value, may I still blame the sample?

\textbf{A.} You must examine it, but the small value is no proof of a fault. Density control is a real concern: in the model, $\sigma(0)$ at 11\% above $n_c$ is $1.36$ times that at 9\%, so an uncertainty of one per cent of $n_c$ either way matters. Heating by the measuring field is another. At 1~mK, a field of about $0.003$~V/cm already gives an electron the energy $k_BT$ over the length $\xi$. Check both, follow $\sigma(T)$ to the lowest temperature you can, and compare several densities. Reaching $L_T=\xi$ is not enough to read off $\sigma(0)$: in the model, 10\% above $n_c$, $\sigma_L$ at $L=\xi$ is still $2.4$ times its final value, and at $10\,\xi$ it is 17\% too high. That second length belongs to a few microkelvin, so close to the transition the value at $T=0$ rests on the extrapolation. Further values are in the numerical output.

\textbf{Q.} Then what is left of Mott's number?

\textbf{A.} A useful scale. It estimates the conductivity at which the mean free path has shrunk to microscopic size and Drude theory stops being reliable. A metal below it needs a description in which the conductivity depends on length up to $\xi$. Whether a sample is a metal is decided by whether $\sigma$ stays above zero as $T\to0$, not by which side of $\sigma_M$ it lies on.

\section*{Values computed for the example and the checks}
\begin{verbatim}
C from k_F l = 1, one valley: 0.1045
C taken for Mott's value: 0.05
nu from slope of beta: 1.582
nu from integrated flow: 1.582
jump for singular beta: 0.2501 gc e^2/(h L0)
W=14.0 hoppings, mean g: L=6 1.393+-0.026, L=10 1.778+-0.042 e^2/h
  change of mean ln g, L=6 to 10: 0.333+-0.038
W=16.5 hoppings, mean g: L=6 0.800+-0.020, L=10 0.872+-0.043 e^2/h
  change of mean ln g, L=6 to 10: 0.096+-0.077
W=22.0 hoppings, mean g: L=6 0.267+-0.013, L=10 0.156+-0.027 e^2/h
  change of mean ln g, L=6 to 10: -0.884+-0.160
W=14 slope dg/dL as a coefficient C: 0.0153+-0.0020
critical density: 4e+18 cm^-3
critical conductance chosen: 1 e^2/h
donor spacing a = L0: 6.3 nm
gc e^2/(h L0): 61.5 S/cm
Mott's value: 19.32 S/cm
value from k_F l = 1: 40.37 S/cm
sigma(T=0) at n/nc-1=1.0: 38.76 S/cm
sigma(T=0) at n/nc-1=0.5: 15.06 S/cm
sigma(T=0) at n/nc-1=0.2: 3.965 S/cm
sigma(T=0) at n/nc-1=0.1: 1.384 S/cm
sigma(T=0) at n/nc-1=0.01: 0.03783 S/cm
sigma(T=0) at n/nc-1=0.001: 0.0009949 S/cm
n/nc-1 where sigma(0) = Mott's value: 0.5975
xi = gc e^2/(h sigma) at 10% above nc: 279.9 nm
density-of-states mass: 0.3302 m_e
conductivity mass: 0.27 m_e
Fermi energy, one valley: 0.02783 eV
Fermi energy, six valleys: 0.008428 eV
density of states, one valley: 0.2156 1/(eV nm^3)
density of states, six/one valleys: 3.302
10% above nc, T=4.0 K: L_T=13.6 nm, sigma=33.3 S/cm
10% above nc, T=1.0 K: L_T=21.9 nm, sigma=21.7 S/cm
10% above nc, T=0.1 K: L_T=49.3 nm, sigma=11 S/cm
10% above nc, T=0.01 K: L_T=113.8 nm, sigma=5.86 S/cm
temperature where L_T = xi: 0.0009492 K
field with e E xi = k_B T there: 0.002922 V/cm
Coulomb energy at distance a: 0.01905 eV
Coulomb/Fermi energy, one valley: 0.6845
sigma(0) ratio, n/nc-1 = 0.11 to 0.09: 1.361
\end{verbatim}
